# How surface exchange reduces oxygen flux through a mixed-conducting membrane, part 2

A hot, flat oxide plate conducts oxygen ions and electrons and separates gases with oxygen pressures $p_1>p_2$. The problem is how much its surfaces reduce the oxygen flux, and when thinning ceases to pay. The feed face is at $x=0$, the sweep face at $x=L$.

The flux $J$ counts moles of oxygen atoms per area and time; the O₂ flux is $J/2$. The chemical potential $\mu$ is per mole of atoms. The oxygen concentration is $c$, the self-diffusivity $D$, the temperature $T$. At a face, $\Delta=\mu_{\rm gas}-\mu_{\rm solid}$, and the exchange coefficient $k$ is defined near equilibrium by the flux into the solid, $J_{\rm in}=ck\,\Delta/(RT)$.

**Theorem.** For linear exchange, equal faces, constant coefficients and dominant electronic conduction,

$$J=\frac{J_{\rm diff}}{1+2L_c/L},\qquad L_c=\frac{D}{k},\qquad J_{\rm diff}=\frac{cD}{2L}\ln\frac{p_1}{p_2}.$$

With $h=\tfrac12\ln(p_1/p_2)$, the thin-plate ceiling is $ckh/2$.

**Corollary.** For face coefficients $k_1$ and $k_2$,

$$J=\frac{J_{\rm diff}}{1+(D/k_1+D/k_2)/L}.$$

**Lemma 1.** The ionic conductivity is $\sigma_i=4F^2cD/(RT)$, with $F$ the Faraday constant. Finite electronic conductivity $\sigma_e$ multiplies the bulk flux law by $t_e=\sigma_e/(\sigma_i+\sigma_e)$.

**Lemma 2.** If the slow exchange step moves $m$ atoms between gas and ideal sites of occupied fraction $\theta$, then

$$J_{\rm in}=m\,r_-\left(e^{m\Delta/RT}-1\right),\qquad r_-=\kappa_-\theta^m,$$

where $r_-$ is the exit rate and $\kappa_-$ its rate constant. This is linear for $m|\Delta|\ll RT$, and $k=mk^*$, with $k^*$ the isotope exchange coefficient.

**Lemma 3.** For small composition changes, with $\gamma=d(\mu/RT)/d\ln c$, Fick's law and the surface law hold with $D_{\rm chem}=\gamma D$ and $k_{\rm chem}=\gamma k$, and $D_{\rm chem}/k_{\rm chem}=L_c$.

The preceding numerical test used an oxide with $\mu/RT=\ln[\theta/(1-\theta)]+5\theta$, initially at $\theta=0.95$, between gases whose potentials differ by $0.01RT$, on 41 nodes. Its unequal-face case had $L=2D/k$, $k_1=3k$ and $k_2=0.5k$.

### How long the plate takes to reach steady state

**Proposition.** For small changes of composition, the slowest relaxation time of the plate is

$$\tau=\frac{L^2}{4D_{\rm chem}z^2},\qquad z\tan z=\frac{L}{2L_c},\qquad 0<z<\frac{\pi}{2}.$$

*Proof.* Let $u(x,t)$ be the difference between the concentration and its steady profile. Subtracting the steady equations from the time-dependent ones leaves

$$\frac{\partial u}{\partial t}=D_{\rm chem}\frac{\partial^2u}{\partial x^2},$$

with faces that drain any excess: the outward flux at each face is $k_{\rm chem}u$. Measure position from the middle of the plate, $y=x-L/2$. Both the equation and the two face conditions are unchanged by $y\to-y$, so the modes are even or odd.

An even mode is $u=\cos(qy)\,e^{-D_{\rm chem}q^2t}$. At $y=L/2$ the outward flux is $-D_{\rm chem}\,\partial u/\partial y$, and the face condition reads

$$D_{\rm chem}\,q\sin\frac{qL}{2}=k_{\rm chem}\cos\frac{qL}{2}.$$

With $z=qL/2$ and $D_{\rm chem}/k_{\rm chem}=L_c$, this becomes $z\tan z=L/(2L_c)$. The left side rises from zero to infinity on $0<z<\pi/2$, so there is one root in that interval.

An odd mode, $\sin(qy)$, requires $-D_{\rm chem}q\cos z=k_{\rm chem}\sin z$, or $\tan z=-2zL_c/L$. The tangent must be negative, so $z>\pi/2$. All other even roots also lie above $\pi/2$. The first even mode therefore has the smallest decay rate, $D_{\rm chem}q^2=4D_{\rm chem}z^2/L^2$, whose inverse is $\tau$. $\square$

This mode controls the late approach to steady state if the initial deviation contains it. A purely odd deviation does not and decays faster. For the oxide of the preceding numerical test, at $L=2L_c$, the slowest rate found from the discretized equations is 1.00007 times the predicted rate. The prediction contains $D_{\rm chem}=\gamma D$ and $k_{\rm chem}=\gamma k$, so this comparison also tests Lemma 3.

For $L\ll L_c$, $\tan z\simeq z$ gives $z^2\simeq L/(2L_c)$ and $\tau\simeq L/(2k_{\rm chem})$: two surfaces fill or empty the plate. For $L\gg L_c$, $z$ approaches $\pi/2$ and $\tau$ approaches $L^2/(\pi^2D_{\rm chem})$, the diffusion time.

### A plate of 500 µm

Take round parameters in the rough regime of perovskite membranes that separate oxygen from air near 900 °C: $D=1.0\times10^{-7}$ cm²/s, $k=1.0\times10^{-5}$ cm/s, $\gamma=100$ and $T=1173.15$ K. The feed has an oxygen pressure of 0.21 bar and the sweep gas 0.01 bar. Three oxygen atoms in a cubic cell of edge 0.39 nm give

$$c=\frac{3}{N_A(0.39\ {\rm nm})^3}=0.0840\ {\rm mol/cm^3}.$$

The characteristic length is $L_c=10^{-7}/10^{-5}=0.01$ cm, or 100 µm. The driving force is $h=\tfrac12\ln 21=1.522$, equivalent to 0.154 eV per atom. Therefore

$$J_{\rm diff}=\frac{0.0840\times10^{-7}\times1.522}{0.050}
=2.56\times10^{-7}\ {\rm mol/(cm^2\,s)},$$

$$J=\frac{2.56\times10^{-7}}{1+200/500}
=1.83\times10^{-7}\ {\rm mol/(cm^2\,s)}.$$

These fluxes count atoms. Halving $J$ and converting to gas volume at 273.15 K and 101325 Pa gives 0.123 mL/(cm² min) of O₂, against 0.172 without face resistance.

Each face takes $J/(ck)=0.217$ of the driving force, in units of $RT$, and the bulk takes 1.087. Since $\mu=\tfrac12RT\ln p+{\rm const}$, the surface just inside the feed face is in equilibrium with $0.21\,e^{-2(0.217)}=0.136$ bar. The value at the sweep face is $0.01\,e^{2(0.217)}=0.0154$ bar. The bulk thus works between pressures in a ratio of about 9, not 21.

For start-up, $L/(2L_c)=2.5$ gives $z=1.142$. With $D_{\rm chem}=10^{-5}$ cm²/s, $\tau=(0.050)^2/(4\times10^{-5}\times1.142^2)=48$ s. This is an estimate, because the proposition assumes small changes and equal faces.

The effect of thickness, with everything else fixed, is shown below. Fluxes are in mL/(cm² min) of O₂; the last column uses the pressure-dependent exchange law derived in the next section.

| $L$ (µm) | $J/J_{\rm diff}$ | Linear | Mass action |
|---:|---:|---:|---:|
| 2000 | 0.909 | 0.039 | 0.038 |
| 1000 | 0.833 | 0.072 | 0.069 |
| 500 | 0.714 | 0.123 | 0.118 |
| 200 | 0.500 | 0.215 | 0.210 |
| 100 | 0.333 | 0.287 | 0.288 |
| 20 | 0.091 | 0.391 | 0.418 |

Going from 500 to 200 µm divides the thickness by 2.5 but multiplies the linear flux by 1.75. Going from 100 to 20 µm divides it by 5 and gains a factor of 1.36. The linear ceiling is 0.430 mL/(cm² min). For the thinnest plates the jump at each face is no longer small (0.69 at 20 µm, $h/2=0.76$ at the ceiling), so the linear values there depend on the exchange law staying linear beyond the range of Lemma 2.

### When the face resistances are not equal

Two departures from the exchange assumptions must be distinguished: curvature of the exchange law and unequal values of $k$.

Curvature alone can be examined with $J=2ck\sinh(\delta/2)$ at each face, where $\delta$ is the magnitude of the potential jump divided by $RT$. Since $2\sinh(\delta/2)=\delta(1+\delta^2/24+\cdots)$, a jump of 0.217 raises the face conductance by about 0.2%. The faces hold only $0.4/1.4=29\%$ of the total resistance, so the flux rises by about 0.06%, as the full solution also gives. This law is odd in $\delta$ and has no first-order correction, so it is a mild case. The one-atom law of Lemma 2 with a nearly constant exit rate gives $J=ck(e^{\delta_1}-1)$ at the feed face and $J=ck(1-e^{-\delta_2})$ at the sweep face. The two conductances then change by about $\pm\delta/2$, roughly 11%, in opposite directions. With $j=J/(ck)$ the jumps add to $\ln[(1+j)/(1-j)]=2j(1+j^2/3+\cdots)$, so the flux falls by about 0.5%, and the thin-plate ceiling becomes $ck\tanh(h/2)$, 0.84 of the linear one.

Pressure dependence can matter more. Suppose that the slow step moves one atom and that the entry rate is proportional to the activity of atoms supplied by the gas, hence to $\sqrt p$, with all other factors fixed, including the number of surface vacancies. This differs from the ideal sites of Lemma 2. There the vacancy fraction falls as the pressure rises, and $ck=m^2\kappa_-\theta^m$ hardly depends on pressure when vacancies are few. Let $p_s$ be the pressure in equilibrium with the solid surface. By detailed balance the exit rate is the entry rate times $e^{-\Delta/RT}=\sqrt{p_s/p}$, so the net flux into the solid is

$$J_{\rm in}=K(\sqrt p-\sqrt{p_s})=K\sqrt p\left(1-e^{-\Delta/RT}\right).$$

For small $\Delta$ this is $K\sqrt p\,\Delta/RT$. Thus $ck=K\sqrt p$, and $k$ varies as $\sqrt p$. Choose $K$ so that $k=10^{-5}$ cm/s at the geometric mean of the two gas pressures. The feed face then has $k_1=2.14\times10^{-5}$ cm/s and the sweep face $k_2=4.67\times10^{-6}$ cm/s.

The corollary gives an added thickness $D/k_1+D/k_2=47+214=261$ µm instead of 200 µm. The flux changes by the factor $700/761$, a fall of 8%. The full mass-action law gives a fall of 3.6%. The difference comes mainly from the sweep face. There the outward flux is

$$J=ck_2(e^{\delta_2}-1),$$

which grows faster than linearly with the jump $\delta_2$. At the mass-action flux, $J/(ck_2)=0.45$, so the required jump is $\ln1.45=0.37$ rather than 0.45. At the feed face the corresponding change is an increase of only about 0.005.

The table shows that the correction changes sign for thin plates. Both ends of the range can be derived. In a thick plate the face jumps are small, so the corollary applies. Its face resistances add to

$$\frac{D}{k_1}+\frac{D}{k_2}=L_c\left(e^{-h/2}+e^{h/2}\right)=2L_c\cosh\frac h2,$$

which exceeds $2L_c$: the flux is lower. In a very thin plate the two surfaces have the same $p_s$. Equating entry and exit fluxes gives $\sqrt{p_s}=(\sqrt{p_1}+\sqrt{p_2})/2$ and a ceiling $K(\sqrt{p_1}-\sqrt{p_2})/2$. Since $K=ck/(p_1p_2)^{1/4}$, its ratio to the linear ceiling $ckh/2$ is

$$\frac{e^{h/2}-e^{-h/2}}{h}=\frac{2\sinh(h/2)}{h}=1.10.$$

The flux is higher. These corrections, including their sign for thin plates, depend on the assumption of fixed vacancies. They also depend on the reference pressure for $k$. If $k=10^{-5}$ cm/s is instead the value at the feed pressure and is used unchanged at both faces, the linear formula is much too high: for the 500 µm plate the mass-action flux is 27% lower.

### Other limits of the model

The remaining corrections are evaluated for the 500 µm plate, one at a time.

*Diffusivity.* If $D$ varies as $p^{-0.1}$ about its value at the geometric mean pressure, averaging it over $\ln p$ between the two gas pressures raises the flux by 0.3%. This overstates the effect, because the plate itself spans only the narrower range between its two surface pressures, 0.136 and 0.0154 bar; averaging over that range gives a rise of about 0.14%. The change is this small because equal faces centre the range on the geometric mean pressure. With the mass-action faces the range moves up to about 0.171 and 0.021 bar, and the same dependence lowers the flux by nearly 2%. A stronger dependence, or a sweep gas much poorer in oxygen, would require the integral of $D\,d\mu$ across the plate in place of $D$ times the potential difference.

*Electronic conduction.* The example's $D$ implies an ionic conductivity of 0.032 S/cm. With an electronic conductivity of 100 S/cm, the flux is lowered by 0.02%. An oxide with comparable ionic and electronic conductivities would need the factor $t_e$.

*Gas film.* Let oxygen diffuse through a stagnant sweep-gas layer 1 mm thick with diffusivity 2 cm²/s. The calculated flux requires a pressure rise of 0.00045 bar at the surface. Relative to 0.01 bar this is 4.5%, and it removes $\ln1.045/\ln21=1.4\%$ of the driving force. The flux falls by about as much. The same rise matters more at a lower sweep pressure.

*Composition.* The full potential difference changes the oxygen content by $h/\gamma=1.5\%$, so treating $c$ as constant is reasonable here. The vacancies are far fewer than the oxygen ions, so their number changes by a larger fraction; this can make $D$ and $k$ vary even when $c$ hardly does.

*Temperature.* Suppose that $D$ and $k$ have activation energies of 1.5 and 1.0 eV. At 1073.15 K, $L_c$ falls to 63 µm and the reduction factor rises from 0.71 to 0.80. The flux nevertheless falls from 0.123 to 0.034 mL/(cm² min), because both coefficients are smaller. A reduction factor near one therefore means that diffusion dominates, not that the membrane is good.

For real perovskite membranes, the chosen $D$, $k$ and thermodynamic factor are rough values, and the exchange coefficient in particular depends on composition and surface condition. An oxygen flux of the order of 0.1 mL/(cm² min) is a plausible size for a plate of this thickness, not a prediction for a named compound. In real devices the two surfaces meet different gases, which breaks the assumption of equal faces to the extent that $k$ depends on pressure; that dependence is set by the exchange mechanism and must be measured. In the mass-action model with fixed vacancies, and with $k$ known at the geometric mean pressure, this lowers the example's flux by about 4%; a contaminated or coated face could shift it by more, and the corollary then gives the linear estimate from the two measured coefficients. That estimate holds only while the jumps at the faces are small; in the example it gave a fall of 8% where the full law gave 3.6%. The sweep pressure also rises along a real module as oxygen is collected, so the formula applies locally and the total flow requires a sum over area.

The numerical output below lists the inputs and the main results; the other numbers follow from the same inputs and the equations in the text.

## Computed results

```
TESTS (lengths in units of Lc)
L/Lc = 10.0: simulated 0.83333, formula 0.83333
L/Lc =  2.0: simulated 0.50000, formula 0.50000
L/Lc =  0.2: simulated 0.09091, formula 0.09091
simulated thickness intercept of 1/J: -2.0000 Lc
unequal faces, simulated/formula: 1.00004
slowest rate, simulated/formula: 1.00007
k/k* for one-atom and molecule step: 1.0000, 2.0000
EXAMPLE INPUTS
temperature: 1173.15 K; cubic cell edge: 0.39 nm
oxygen concentration c: 0.08398 mol/cm3
D: 1.0e-07 cm2/s; k: 1.0e-05 cm/s
thickness L: 500 um
feed and sweep pressure: 0.21, 0.01 bar
thermodynamic factor gamma: 100
EXAMPLE RESULTS
Lc: 100.0 um; 2 Lc/L: 0.4000
driving force Delta mu_O/(RT): 1.5223
Delta mu_O: 0.1539 eV per atom
reduction factor: 0.7143
J_diff (O atoms): 2.5568e-07 mol/(cm2 s)
J (O atoms): 1.8263e-07 mol/(cm2 s)
O2 flux, diffusion limit: 0.1719 mL(STP)/(cm2 min)
O2 flux, with exchange: 0.1228 mL(STP)/(cm2 min)
drop per face: 0.2175 RT; bulk: 1.0873 RT
thin-membrane ceiling: 0.4298 mL(STP)/(cm2 min)
start-up: x = 1.1422, time constant 47.9 s
THICKNESS TABLE: L (um), factor, O2 flux, mass-action O2 flux
(fluxes in mL(STP)/(cm2 min))
  2000 0.9091 0.0391 0.0382
  1000 0.8333 0.0716 0.0694
   500 0.7143 0.1228 0.1184
   200 0.5000 0.2149 0.2103
   100 0.3333 0.2865 0.2885
    20 0.0909 0.3907 0.4181
NEGLECTED EFFECTS (change of flux at the example thickness)
sinh exchange law, equal faces: +0.06 %
mass-action exchange, k ~ sqrt(p): -3.58 %
k at feed, sweep gas: 2.14e-05, 4.67e-06 cm/s
linear law with these unequal k: -7.99 %
D ~ p^-0.1: +0.28 %
ionic, electronic conductivity: 0.0321, 100 S/cm
finite electronic conductivity: -0.0229 %
gas film 1 mm, gas diffusivity 2 cm2/s
sweep film: pressure rise 0.00045 bar, flux -1.43 %
relative change of oxygen content: 1.52 %
activation energies of D, k: 1.5, 1.0 eV
at 1073.15 K: Lc 63.1 um, factor 0.7985
at 1073.15 K: O2 flux 0.0344 mL(STP)/(cm2 min)
```
